# Screened Madelung energy of a periodic point-charge defect in an anisotropic dielectric

A charged defect is represented by a point charge $q$ in a periodic cell with lattice vectors $\mathbf R$, reciprocal vectors $\mathbf G$ and volume $\Omega$. The host is a homogeneous linear medium whose dielectric tensor $\varepsilon$ is symmetric and positive definite. A uniform background of density $-q/\Omega$ neutralizes the cell. Hartree atomic units are used, and

$$
D=\det\varepsilon,\qquad s(\mathbf r)=\sqrt{\mathbf r\cdot\varepsilon^{-1}\cdot\mathbf r}.
$$

The quantity sought is the electrostatic free energy per cell minus that of the same charge alone in an infinite medium with the same tensor. It will be written

$$
E_{\rm int}=E_{\rm per}-E_{\rm iso}=\tfrac12 q^2v .
$$

A supercell calculation contains $E_{\rm per}$ where $E_{\rm iso}$ is wanted, so the correction to be added is $-q^2v/2$.

The tensor must match the calculation. If the ions relax around the defect, they take part in the screening and $\varepsilon$ is the static tensor; if they are clamped at their positions in the host without the defect charge, it is the electronic one. If the charge changes while the ions stay where they relaxed for another charge, as in a vertical transition, neither tensor alone gives the energy.

The free energy follows from the work of charging. Let the charge density be built up as $\lambda\rho$, with $\lambda$ going from 0 to 1. In a linear medium the potential is then $\lambda\phi$, and the work is

$$
\int_0^1 d\lambda\int\rho\,\lambda\phi\,d^3r=\tfrac12\int\rho\,\phi\,d^3r,
\qquad \nabla\cdot\varepsilon\nabla\phi=-4\pi\rho .
$$

For the periodic system write $\phi=q\psi$. For $\mathbf G\ne0$ the Fourier coefficient of the density is $q/\Omega$; for $\mathbf G=0$ the background cancels the point charge. Since $\nabla\cdot\varepsilon\nabla$ multiplies $e^{i\mathbf G\cdot\mathbf r}$ by $-\mathbf G\cdot\varepsilon\cdot\mathbf G$,

$$
\psi(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}
\frac{e^{i\mathbf G\cdot\mathbf r}}{\mathbf G\cdot\varepsilon\cdot\mathbf G}.
$$

The constant left free by the Poisson equation has been fixed by giving $\psi$ zero cell average. The energy of the neutral cell does not depend on this choice, but with it the background term $-(q/2\Omega)\int_\Omega\phi\,d^3r$ vanishes by itself.

For the isolated charge, set $\mathbf r=\varepsilon^{1/2}\mathbf x$. Then $\nabla_{\mathbf r}=\varepsilon^{-1/2}\nabla_{\mathbf x}$, so $\nabla_{\mathbf r}\cdot\varepsilon\nabla_{\mathbf r}=\nabla_{\mathbf x}^2$. The volume element is $d^3r=\sqrt D\,d^3x$, hence $\delta(\mathbf r)=\delta(\mathbf x)/\sqrt D$. The equation for a unit charge becomes

$$
\nabla_{\mathbf x}^2\psi_{\rm iso}=-\frac{4\pi}{\sqrt D}\,\delta(\mathbf x)
\quad\Longrightarrow\quad
\psi_{\rm iso}=\frac{1}{\sqrt D\,|\mathbf x|}=\frac{1}{\sqrt D\,s(\mathbf r)} .
$$

Both energies diverge for a point charge. To subtract them safely, spread the charge over a narrow normalized density $f$. The background still contributes nothing, and

$$
E_{\rm per}-E_{\rm iso}=\frac{q^2}{2}\iint f(\mathbf r)f(\mathbf r')\,
W(\mathbf r-\mathbf r')\,d^3r\,d^3r',\qquad W=\psi-\psi_{\rm iso}.
$$

The singularities at the origin cancel in $W$. As $f$ shrinks to a point the double integral tends to $W(0)$, so $v=W(0)$.

The same transformation acts on the lattice. With $\mathbf X=\varepsilon^{-1/2}\mathbf R$ and $\mathbf K=\varepsilon^{1/2}\mathbf G$, the products $\mathbf K\cdot\mathbf X=\mathbf G\cdot\mathbf R$ are unchanged, $K^2=\mathbf G\cdot\varepsilon\cdot\mathbf G$, and the transformed cell has volume $\Omega_x=\Omega/\sqrt D$. Inserting these in $\psi$ and $\psi_{\rm iso}$ brings out a common factor $1/\sqrt D$:

$$
v(\varepsilon,\text{cell})=\frac{1}{\sqrt D}\,v\!\left(1,\varepsilon^{-1/2}\text{cell}\right).
$$

The anisotropic problem is therefore an isotropic one in a deformed cell. The shape that matters is the shape measured with $\varepsilon^{-1}$ as metric: a direction of high permittivity is electrically short.

To obtain a rapidly convergent expression, choose $\gamma>0$ and define the short-range function

$$
u(\mathbf r)=\frac{\operatorname{erfc}(\gamma s)}{\sqrt D\,s}.
$$

In its Fourier transform the factor $\sqrt D$ from the volume element cancels the one in the denominator. With $\kappa=\sqrt{\mathbf k\cdot\varepsilon\cdot\mathbf k}$ and the angular integral $4\pi\sin(\kappa x)/(\kappa x)$,

$$
\hat u(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}u(\mathbf r)\,d^3r
=\frac{4\pi}{\kappa}\int_0^\infty\sin(\kappa x)\operatorname{erfc}(\gamma x)\,dx .
$$

Integrate by parts, using $\operatorname{erfc}(0)=1$ and $d\operatorname{erfc}(\gamma x)/dx=-(2\gamma/\sqrt\pi)e^{-\gamma^2x^2}$:

$$
\hat u(\mathbf k)=\frac{4\pi}{\kappa^2}\left[1-\frac{2\gamma}{\sqrt\pi}
\int_0^\infty\cos(\kappa x)\,e^{-\gamma^2x^2}dx\right]
=\frac{4\pi}{\kappa^2}\left(1-e^{-\kappa^2/4\gamma^2}\right).
$$

The last integral equals $(\sqrt\pi/2\gamma)e^{-\kappa^2/4\gamma^2}$. Expanding the exponential for small $\kappa$ gives $\hat u(0)=\pi/\gamma^2$.

Each coefficient of $\psi$ can now be split as

$$
\frac{4\pi}{\mathbf G\cdot\varepsilon\cdot\mathbf G}=\hat u(\mathbf G)+
\frac{4\pi\,e^{-\mathbf G\cdot\varepsilon\cdot\mathbf G/4\gamma^2}}{\mathbf G\cdot\varepsilon\cdot\mathbf G}.
$$

The second part already converges fast. For the first, consider the periodic function $\sum_{\mathbf R}u(\mathbf r-\mathbf R)$. Its Fourier coefficient is an integral over one cell of a sum over all lattice translations, which is an integral over all space divided by $\Omega$, namely $\hat u(\mathbf G)/\Omega$. The series for $\psi$ lacks the term $\mathbf G=0$, so this term must be removed:

$$
\frac1\Omega\sum_{\mathbf G\ne0}\hat u(\mathbf G)e^{i\mathbf G\cdot\mathbf r}
=\sum_{\mathbf R}u(\mathbf r-\mathbf R)-\frac{\pi}{\Omega\gamma^2}.
$$

This is the origin of the background term: it restores the zero average of the potential.

Finally subtract $\psi_{\rm iso}$. It combines with the $\mathbf R=0$ term to give

$$
\frac{\operatorname{erfc}(\gamma s)-1}{\sqrt D\,s}=-\frac{\operatorname{erf}(\gamma s)}{\sqrt D\,s}
\;\longrightarrow\;-\frac{2\gamma}{\sqrt{\pi D}}\qquad(s\to0),
$$

because $\operatorname{erf}(z)=2z/\sqrt\pi+O(z^3)$. Setting $\mathbf r=0$ in the remaining terms yields

$$
\boxed{
\begin{aligned}
v={}&\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}[\gamma s(\mathbf R)]}{\sqrt D\,s(\mathbf R)}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}
\frac{e^{-\mathbf G\cdot\varepsilon\cdot\mathbf G/4\gamma^2}}{\mathbf G\cdot\varepsilon\cdot\mathbf G}\\
&-\frac{2\gamma}{\sqrt{\pi D}}-\frac{\pi}{\Omega\gamma^2}.
\end{aligned}}
$$

The functions $\psi$ and $\psi_{\rm iso}$ do not contain $\gamma$, so $v$ cannot depend on it, although each of the four terms does.

A direct real-space sum gives the same number if its long-range divergence is controlled. Replace $\mathbf G\cdot\varepsilon\cdot\mathbf G$ by $\mathbf G\cdot\varepsilon\cdot\mathbf G+\mu^2$, which turns the potential of one charge into $e^{-\mu s}/(\sqrt D\,s)$. The $\mathbf G=0$ coefficient to be removed is then $4\pi/(\Omega\mu^2)$, and at the origin $(e^{-\mu s}-1)/s\to-\mu$. Thus

$$
v=\lim_{\mu\to0}\left[\sum_{\mathbf R\ne0}\frac{e^{-\mu s(\mathbf R)}}{\sqrt D\,s(\mathbf R)}
-\frac{\mu}{\sqrt D}-\frac{4\pi}{\Omega\mu^2}\right].
$$

The large positive repulsion between the charges is offset by the background, and $v$ is what remains.

If all edges are multiplied by $\lambda$, choose $\gamma/\lambda$ in place of $\gamma$. The exponents and the arguments of erfc are then unchanged, and every term is multiplied by $1/\lambda$. At fixed shape the energy therefore falls only as the inverse linear size.

For a cell with edges $\ell\sqrt{\varepsilon_i}$ along the principal axes, where $\varepsilon_i$ are the eigenvalues of $\varepsilon$, the transformed cell is a cube of edge $\ell$. Evaluating the sums for a unit cube with $\varepsilon=1$ gives $-2.8373$, hence

$$
v_{\rm cube}=-\frac{2.8373}{\ell\sqrt D}=-\frac{2.8373}{\Omega^{1/3}D^{1/3}},
$$

where the second form uses $\Omega=\ell^3\sqrt D$. In this case the geometric mean $D^{1/3}$ acts as a scalar dielectric constant, provided that it is used with a real cube of the same volume.

The opposite limit is a transformed cell with edges $a,a,c$ and $c\gg a$. Separate the wave vectors into an in-plane part $\mathbf g$ and a part along $c$. The terms with $\mathbf g=0$ describe uniform sheets of charge $1/a^2$ per area in the background. Between two sheets the potential has second derivative $4\pi/(a^2c)$ and zero average, so it is

$$
\frac{2\pi}{a^2c}\left[\left(z-\frac c2\right)^2-\frac{c^2}{12}\right],
$$

which equals $\pi c/(3a^2)$ on a sheet, $z=0$. For $\mathbf g\ne0$, summing over the wave vectors along $c$ gives $(2\pi/a^2g)\coth(gc/2)$, which differs from its limit $2\pi/(a^2g)$ by an amount of order $e^{-gc}$. After subtraction of the isolated potential, these terms leave a constant that scales as $1/a$. Calling it $-C/a$,

$$
\sqrt D\,v\simeq\frac{\pi c}{3a^2}-\frac Ca .
$$

The first term grows with $c$, so $v$ becomes positive in a sufficiently elongated cell. The correction $-q^2v/2$ then lowers the defect energy instead of raising it.

A real defect charge has a finite extent. Near the origin the delta functions in the equations for $\psi$ and $\psi_{\rm iso}$ cancel, leaving the background:

$$
\nabla\cdot\varepsilon\nabla W=\frac{4\pi}{\Omega}.
$$

The lattice is symmetric under inversion, so $W=v+\frac12\mathbf r\cdot H\cdot\mathbf r+O(r^4)$, with $\operatorname{tr}(\varepsilon H)=4\pi/\Omega$. For a spherical Gaussian of standard deviation $\sigma$ along each axis, the difference $\mathbf r-\mathbf r'$ of two independent points has covariance $2\sigma^2\delta_{ij}$. Averaging the quadratic term gives

$$
E_{\rm int}(\sigma)=\frac{q^2}{2}\left[v+\sigma^2\operatorname{tr}H+O(\sigma^4)\right].
$$

For a scalar $\varepsilon$ the trace condition gives $\operatorname{tr}H=4\pi/(\varepsilon\Omega)$ whatever the cell shape. For a tensor it fixes $\operatorname{tr}(\varepsilon H)$ but not $\operatorname{tr}H$, and the Hessian must be computed.

As an example take round model parameters: $q=+2$, $\varepsilon_{xx}=10$, $\varepsilon_{yy}=8$, $\varepsilon_{zz}=20$ and $\varepsilon_{xz}=3$. Then $D=8(10\cdot20-3^2)=1528$ and $\sqrt D=39.090$. Cell A has edges 20, 24 and 30 bohr along $x,y,z$; cell B has the $x$ and $z$ edges exchanged. Both have $\Omega=14400$ bohr³.

For cell A the transformed volume is $14400/39.090=368.4$ bohr³, the volume of a cube of edge 7.169 bohr. Choosing $\gamma=\sqrt\pi/7.169=0.24725$ bohr⁻¹ gives, in the order of the boxed formula and in bohr⁻¹,

$$
v_A=0.000353+0.000439-0.007137-0.003569=-0.009914 .
$$

With $\gamma=0.37088$ bohr⁻¹ the terms are $0.000008$, $0.002370$, $-0.010706$ and $-0.001586$, with the same sum. The weakly screened direct sum also gives $-0.009914$. The energies are

$$
\begin{aligned}
E_{\rm int}^A&=\tfrac12(2^2)(-0.009914)=-0.01983\ \text{hartree}=-0.540\ \text{eV},\\
E_{\rm int}^B&=\tfrac12(2^2)(-0.008376)=-0.01675\ \text{hartree}=-0.456\ \text{eV}.
\end{aligned}
$$

The corrections to be added are $+0.01983$ and $+0.01675$ hartree. Spherical Gaussian charges, treated in the original coordinates and extrapolated to zero width, reproduce both energies in a test of the formula.

The difference between the cells comes from their electrical shape. In the metric $\varepsilon^{-1}$ the edges of A are 6.47, 8.49 and 6.86 bohr, those of B 9.71, 8.49 and 4.58 bohr. A metric cube of the same volume would have $v=-2.8373/(7.1686\times39.090)=-0.01013$ bohr⁻¹. The magnitude of $v$ lies 2% below this value for A and 17% below it for B.

A scalar dielectric constant gives both orientations the same energy. The geometric mean, 11.52, gives $-0.01936$ hartree, which is 2% too small in magnitude for A and 16% too large for B, relative to the tensor results. The arithmetic mean, 12.67, gives $-0.01761$ hartree, 11% too small for A and 5% too large for B. Neither average is the better one for both cells.

For a charge of width $\sigma=1.5$ bohr the finite extent changes these energies by less than 2%. For cell A, $\operatorname{tr}H=7.535\times10^{-5}$ bohr⁻³, so at $\sigma=1.5$ bohr the quadratic law predicts a shift of $2(1.5)^2(7.535\times10^{-5})=0.000339$ hartree. The directly computed shift is $0.000341$ hartree, about 2% of $|E_{\rm int}^A|$.

The change of sign appears for $\varepsilon=\operatorname{diag}(16,16,4)$ in a cell of $20\times20\times40$ bohr. The transformed edges are $20/4=5$, 5 and $40/2=20$ bohr, so the electrical aspect ratio is 4 although the geometrical one is 2. With $\sqrt D=32$, the computed value is $v=+0.001803$ bohr⁻¹. Inserting it in the elongated-cell law determines the constant:

$$
C=5\left[\frac{20\pi}{3\cdot5^2}-32(0.001803)\right]=3.900 .
$$

The law then places the change of sign at $c/a=3C/\pi=3.72$. With the geometric-mean scalar, 10.079, the aspect ratio stays at 2, and the same law predicts

$$
v=\frac{1}{10.079}\left[\frac{40\pi}{3\cdot20^2}-\frac{3.900}{20}\right]=-0.00896\ \text{bohr}^{-1},
$$

in agreement with the full sum, $-0.00896$ bohr⁻¹. The scalar treatment thus gives the wrong sign for this cell.

These results concern the leading, point-charge part of the finite-size error. Aligning the electrostatic potentials of the defective and perfect cells is a separate task, as is the short-range response, where a macroscopic tensor no longer describes the screening. A film next to vacuum is not a homogeneous medium, and the formula does not apply to it.

In an amorphous oxide, a finite cell can have an anisotropic tensor even when the infinite material is isotropic on average. Within the homogeneous-medium model, using the tensor of that cell removes the point-charge part of the interaction between the replicas of that particular sample. The reference is then an isolated charge in a medium with the same anisotropic tensor. Variations between defect sites and between disordered samples remain, and have to be sampled separately. The numerical output below gives the values to more digits.

## Table of computed values

```
charge q = 2 e
eps xx, yy, zz, xz = 10.0 8.0 20.0 3.0
eigenvalues of eps = [ 8.     9.169 20.831]
det eps = 1528.000, root = 39.08964
cell A edges (bohr) = [20. 24. 30.] volume = 14400 bohr^3
cell B edges (bohr) = [30. 24. 20.]
cell A edges in metric eps^-1 (bohr) = [6.4718 8.4853 6.8644]
cell B edges in metric eps^-1 (bohr) = [9.7078 8.4853 4.5763]
cell A, gamma = 0.247253 1/bohr; terms in 1/bohr:
  real = 0.000352696
  reciprocal = 0.000439411
  self = -0.007137313
  background = -0.003568656
  sum v = -0.009913862
cell A, gamma = 0.370879 1/bohr; terms in 1/bohr:
  real = 0.000007924
  reciprocal = 0.002370253
  self = -0.010705969
  background = -0.001586069
  sum v = -0.009913862
v cell A, direct screened sum = -0.009913862 1/bohr
v triclinic test: Ewald -0.010852789, direct -0.010852790 1/bohr
v cell B = -0.008375989 1/bohr
E_int cell A = -0.0198277 hartree = -0.53954 eV
E_int cell B = -0.0167520 hartree = -0.45584 eV
correction to add, cell A = 0.0198277 hartree
correction to add, cell B = 0.0167520 hartree
E_int A, B from Gaussians = -0.0198277, -0.0167520 hartree
arithmetic mean eps = 12.66667, E_int = -0.0176070 hartree
geometric mean eps = 11.51793, E_int = -0.0193630 hartree
geometric-mean error A = 0.0004647 hartree
geometric-mean error B = -0.0026110 hartree
arithmetic-mean error A = 0.0022207 hartree
arithmetic-mean error B = -0.0008550 hartree
tr(eps H) = 0.00087269, 4 pi/volume = 0.00087266 bohr^-3
tr H = 0.00007535 bohr^-3
Gaussian width sigma = 1.5 bohr, cell A:
  computed energy shift = 0.0003409 hartree
  sigma^2 law = 0.0003391 hartree
v of cell A doubled in each edge = -0.004956931 1/bohr
cube constant v*L for eps = 1: -2.8372975
uniaxial eps = [16. 16.  4.] geometric mean = 10.07937
cube-like cell edges (bohr) = [40. 40. 20.] ell = 10 bohr
  v from cube constant = -0.00886655 1/bohr
  v from Gaussians = -0.00886655 1/bohr
long cell edges (bohr) = [20. 20. 40.]
  v tensor = 0.00180328, Gaussians = 0.00180328 1/bohr
  v geometric-mean scalar = -0.00895811 1/bohr
```
